# Hall Sheet Density of Two Parallel Doped Layers

## Question

An n-type implanted and annealed film consists of two contiguous layers. Layer 1, at the surface, has electron sheet density $n_1$ and mobility $\mu_1$; layer 2, the deeper tail, has $n_2$ and $\mu_2$. The current flows along $x$ and the magnetic field $B$ points along $z$, normal to the film. No net current flows along $y$. The film is much wider than it is thick, and conduction between the layers keeps them at a common potential, so both feel the same in-plane field $(E_x,E_y)$.

The instrument treats the film as one layer and reports

$$n_H=\frac{IB}{e|V_H|},$$

where $I$ is the current, $V_H$ the Hall voltage and $e>0$ the elementary charge. The active dose is the sheet density of donors on electrically active sites. Until part (f), every active donor supplies one mobile electron, nothing is lost to compensation or depletion, and the Hall factors are unity. The active dose is then $n=n_1+n_2$.

| | Layer 1 | Layer 2 |
|---|---|---|
| Thickness (nm) | 20 | 200 |
| Active doping (cm$^{-3}$) | $1\times10^{20}$ | $5\times10^{17}$ |
| Mobility (cm$^2$/Vs) | 80 | 400 |

The implanted dose is $2.5\times10^{14}$ cm$^{-2}$, all retained in the film. The measuring field is 0.5 T and the temperature 300 K.

**(a)** Derive $n_H$ to leading order in $B$.

**(b)** Compare $n_H$ with $n$, and find when they agree. What transverse currents flow inside the film?

**(c)** Evaluate $n_H$ for the film. What would an analyst conclude about activation and clustering?

**(d)** For a fixed mobility ratio $q=\mu_2/\mu_1$, which division of the carriers gives the largest relative error?

**(e)** How does the error depend on $B$ when the field is not small?

**(f)** Examine the assumptions of unit Hall factors and of carriers of one sign.

**(g)** Which other effects matter in real silicon, and does the conclusion of (b) survive them?

**(h)** Layer 1 is etched away and the measurement repeated. How can its dose be recovered?

## Model answers

### (a) The low-field reading

In steady state an electron drifts with $\mathbf v=-\mu(\mathbf E+\mathbf v\times\mathbf B)$. Since $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$,

$$v_x=-\mu(E_x+v_yB),\qquad v_y=-\mu(E_y-v_xB).$$

Both $E_y$ and $v_y$ are of first order in $B$. The term $v_yB$ is therefore of second order and is dropped, leaving $v_x=-\mu E_x$. Putting this into the second equation gives $v_y=-\mu E_y-\mu^2BE_x$. The sheet current density is $\mathbf j=-en\mathbf v$, so layer $i$ carries

$$j_{x,i}=en_i\mu_iE_x,\qquad j_{y,i}=en_i\mu_i(E_y+\mu_iBE_x).$$

Define $S_1=n_1\mu_1+n_2\mu_2$ and $S_2=n_1\mu_1^2+n_2\mu_2^2$. The total transverse current vanishes:

$$S_1E_y+S_2BE_x=0\quad\Rightarrow\quad E_y=-BE_x\frac{S_2}{S_1}.$$

The total longitudinal current density is $J_x=eS_1E_x$. Since $I$ and $V_H$ both contain the film width, it cancels, and

$$n_H=\frac{J_xB}{e|E_y|}=\frac{S_1^2}{S_2}=\frac{(n_1\mu_1+n_2\mu_2)^2}{n_1\mu_1^2+n_2\mu_2^2}.$$

The sheet resistance is $R_s=1/(eS_1)$. The apparent Hall mobility is $\mu_H=1/(en_HR_s)=S_1/n_H=S_2/S_1$.

### (b) Comparison with the active dose

The difference is $n-n_H=(nS_2-S_1^2)/S_2$. Its numerator, written out, is

$$\begin{aligned}
nS_2-S_1^2={}&n_1^2\mu_1^2+n_1n_2\mu_2^2+n_1n_2\mu_1^2+n_2^2\mu_2^2\\
&-n_1^2\mu_1^2-2n_1n_2\mu_1\mu_2-n_2^2\mu_2^2\\
={}&n_1n_2(\mu_1-\mu_2)^2 .
\end{aligned}$$

Hence

$$n-n_H=\frac{n_1n_2(\mu_1-\mu_2)^2}{n_1\mu_1^2+n_2\mu_2^2}\ge0 .$$

The reading underestimates the active dose whenever both layers are populated and their mobilities differ. It equals the dose if the mobilities are equal or one layer is empty.

The cause is a difference of weighting. The mean drift mobility $S_1/n$ weights each layer by its number of electrons. The Hall mobility $S_2/S_1$ weights it by its conductance, which favours the faster electrons. Dividing $S_1$ by this larger mobility gives too small a density.

Only the sum of the transverse currents is zero. In layer 1,

$$j_{y,1}=en_1\mu_1BE_x\left(\mu_1-\frac{S_2}{S_1}\right).$$

Since $\mu_1S_1-S_2=n_2\mu_2(\mu_1-\mu_2)$, division by $J_x$ gives

$$\frac{j_{y,1}}{J_x}=\frac{B\,n_1\mu_1n_2\mu_2(\mu_1-\mu_2)}{S_1^2},$$

and layer 2 carries the opposite current. The common Hall field is too strong to balance the magnetic force in the slow layer and too weak in the fast one. For this film the transverse current in each layer is 0.26% of the total longitudinal current at 0.5 T.

### (c) The film

The sheet densities are doping times thickness:

$$n_1=10^{20}\times20\times10^{-7}=2.0\times10^{14}\ \text{cm}^{-2},$$

$$n_2=5\times10^{17}\times200\times10^{-7}=1.0\times10^{13}\ \text{cm}^{-2}.$$

The active dose is thus $n=2.10\times10^{14}$ cm$^{-2}$. With densities in cm$^{-2}$ and mobilities in cm$^2$/Vs,

$$S_1=1.6\times10^{16}+0.4\times10^{16}=2.0\times10^{16},$$

$$S_2=1.28\times10^{18}+1.60\times10^{18}=2.88\times10^{18}.$$

Therefore

$$n_H=\frac{(2.0\times10^{16})^2}{2.88\times10^{18}}=1.39\times10^{14}\ \text{cm}^{-2}.$$

This is 66% of the active dose, with $7.1\times10^{13}$ cm$^{-2}$ missing. The tail holds under 5% of the electrons, but it carries 20% of the current and supplies more than half of $S_2$.

The sheet resistance is 312 ohm/sq. The apparent mobility is 144 cm$^2$/Vs, whereas the mean drift mobility is 95 cm$^2$/Vs.

The true activation is $2.10/2.50=84\%$, but the reading gives $1.39/2.50=56\%$. The inactive dose is $4.0\times10^{13}$ cm$^{-2}$, but it would be reported as $1.11\times10^{14}$ cm$^{-2}$. An analyst who assigns all inactive dopant to clusters would overstate the clustered dose by a factor of about 2.8, or by more if some of the inactive dopant is not clustered.

### (d) The worst division

Let $s=n_2\mu_2/S_1$ be the fraction of the current carried by layer 2. Then

$$\frac{n}{S_1}=\frac{1-s}{\mu_1}+\frac{s}{\mu_2},\qquad \frac{S_2}{S_1}=(1-s)\mu_1+s\mu_2.$$

Their product is $n/n_H$. With $\mu_2=q\mu_1$,

$$\begin{aligned}
\frac{n}{n_H}&=\left(1-s+\frac sq\right)(1-s+sq)\\
&=(1-s)^2+s^2+s(1-s)\left(q+\frac1q\right)\\
&=1+s(1-s)\frac{(q-1)^2}{q}.
\end{aligned}$$

The last line uses $(1-s)^2+s^2=1-2s(1-s)$. The factor $s(1-s)$ is largest at $s=1/2$, when the layers carry equal currents, so

$$\left(\frac{n_H}{n}\right)_{\min}=\frac{4q}{(1+q)^2}.$$

Equal currents mean $n_1=qn_2$, so layer 2 then holds a fraction $1/(1+q)$ of the electrons. For $q=5$ the smallest ratio is 0.556, with one sixth of the electrons in the tail. The present film has $s=0.2$, which gives $n/n_H=1+0.16\times3.2=1.512$, in agreement with (c).

Two limits help in reading this result. For nearly equal mobilities, $q=1+\delta$, the relative deficit is approximately $s(1-s)\delta^2$, so a small mismatch does little harm. If instead $q\to\infty$ at fixed $n_1$ and $n_2$, then $S_1\to n_2\mu_2$ and $S_2\to n_2\mu_2^2$. The reading tends to $n_2$, and the slow layer disappears from it.

### (e) Arbitrary field

Write $v=v_x+iv_y$ and $E=E_x+iE_y$. The two drift equations combine into $v=-\mu E+i\mu Bv$, so

$$J=eEY,\qquad Y=\sum_i\frac{n_i\mu_i}{1-i\mu_iB},$$

where the $i$ multiplying $\mu_iB$ is the imaginary unit. With $P=\mu_1\mu_2$, a common denominator gives

$$\frac1Y=\frac{1-PB^2-i(\mu_1+\mu_2)B}{S_1-inPB}.$$

Because $J$ is real, $E_y=(J/e)\,\mathrm{Im}(1/Y)$. Multiplying above and below by $S_1+inPB$,

$$\mathrm{Im}\frac1Y=\frac{nPB(1-PB^2)-(\mu_1+\mu_2)S_1B}{S_1^2+n^2P^2B^2}.$$

Direct multiplication shows that $(\mu_1+\mu_2)S_1=S_2+nP$. The two terms $nPB$ cancel, and

$$n_H(B)=\frac{B}{|\mathrm{Im}(1/Y)|}=\frac{S_1^2+n^2P^2B^2}{S_2+nP^2B^2}.$$

Subtracting this from $n$ removes the $B^2$ terms from the numerator:

$$n-n_H(B)=\frac{n-n_H(0)}{1+(B/B_h)^2},\qquad B_h=\frac{\sqrt{S_2/n}}{\mu_1\mu_2}.$$

Within this classical model a strong field recovers the full density. Here $\sqrt{S_2/n}=117$ cm$^2$/Vs, so $B_h=117/(80\times400)=3.66\times10^{-3}$ Vs/cm$^2$, or 36.6 T. At 0.5 T the reading exceeds its low-field value by about 0.01%. The low-field formula is ample, and an ordinary magnet will not reveal the error.

### (f) Hall factors and carrier signs

A layer with Hall factor $r_i$, measured alone, has $E_y=-r_i\mu_iBE_x$. Its transverse current is therefore $en_i\mu_i(E_y+r_i\mu_iBE_x)$, and the steps of (a) give

$$n_H=\frac{S_1^2}{r_1n_1\mu_1^2+r_2n_2\mu_2^2}.$$

A common factor $r$ divides the earlier reading by $r$. For this film, $r<0.661$ would turn the underestimate into an overestimate.

Suppose layer 2 instead conducted by holes, and that the layers still shared a common in-plane field, which a p-n junction between them does not guarantee. Its drift velocity would be $+\mu(\mathbf E+\mathbf v\times\mathbf B)$. Its longitudinal current keeps its sign, but its magnetic term reverses, so $S_2$ is replaced by $n_1\mu_1^2-n_2\mu_2^2$. With the same numbers this is $-0.32\times10^{18}$. The Hall voltage has the sign for holes, and $|n_H|=1.25\times10^{15}$ cm$^{-2}$, about six times the total carrier density. With carriers of both signs, the inequality of (b) is thus no longer guaranteed.

### (g) Real silicon

The doping levels and mobilities are round numbers in the rough range of donor-implanted silicon. The abrupt boundary is an idealization, since a real profile varies gradually. The derivation in (a) holds for any number of layers, with $S_1$ and $S_2$ summed over all of them. In the comparisons below, the mobility at each depth is held fixed.

**Hall factor.** Silicon's conduction valleys are ellipsoids along three axes, with rough masses $m_l=0.92$ and $m_t=0.19$ electron masses. In a valley with mobilities $\mu_x,\mu_y$, the argument of (a) gives a drift term $\mu_x$ and a magnetic term $\mu_x\mu_y$. Averaging over the axes, with $k=m_l/m_t$ and an energy-independent scattering time $\tau$,

$$r=\frac{(2\mu_l\mu_t+\mu_t^2)/3}{[(\mu_l+2\mu_t)/3]^2}=\frac{3k(k+2)}{(2k+1)^2}=0.871.$$

This raises the reading to $1.60\times10^{14}$ cm$^{-2}$. If $\tau$ depends on energy, drift contains its mean and the magnetic term its mean square, so $r$ gains a factor $\langle\tau^2\rangle/\langle\tau\rangle^2\ge1$. In this valley model $r$ therefore stays above the threshold 0.661. For $\tau\propto E^{3/2}$, a rough form for weakly screened ionized impurities, the reading falls to $9.4\times10^{13}$ cm$^{-2}$.

**Incomplete ionization.** An isolated donor level 0.045 eV below the band leaves 85% of the tail donors ionized. This is a rough estimate: the level becomes shallower with doping, which reduces the loss, but the donor's excited states, omitted here, increase it. The reading rises to $1.43\times10^{14}$ cm$^{-2}$ although electrons have been removed. The derivative explains why:

$$\frac{\partial n_H}{\partial n_2}=\frac{2S_1\mu_2}{S_2}-\frac{S_1^2\mu_2^2}{S_2^2}=\frac{\mu_2}{\mu_H}\left(2-\frac{\mu_2}{\mu_H}\right).$$

It is negative when $\mu_2>2\mu_H$, and here $\mu_2/\mu_H=400/144=2.8$.

**Spill and depletion.** A numerical solution of Poisson's equation with Fermi–Dirac electron statistics moves $4.1\times10^{12}$ electrons per cm$^2$ from the surface layer into the tail. The reading drops to about $1.3\times10^{14}$ cm$^{-2}$. This is an estimate, since band-gap narrowing and quantum confinement are omitted and the mobility changes abruptly. Lowering the band edge of layer 1 by 0.06 eV halves the spill to $2.0\times10^{12}$ cm$^{-2}$ and gives a reading of $1.34\times10^{14}$ cm$^{-2}$. Half of the spilled electrons also lie within about 1 nm of the boundary, much less than the mean free path in the tail (roughly 10 nm), so giving them the tail mobility probably overstates the drop. In a separate solution, a surface band bending of 0.5 V removes $2.4\times10^{13}$ cm$^{-2}$. Taken from $n_1$ alone, this lowers the reading to $1.2\times10^{14}$ cm$^{-2}$; together with the spill it gives $1.1\times10^{14}$ cm$^{-2}$. Such a bending needs an equal density of charged surface states and a surface field near $4\times10^{6}$ V/cm, so it represents a strongly pinned surface. Depletion toward a p-type substrate of $10^{15}$ cm$^{-3}$, with 0.75 V across the junction, removes about 1% of the tail electrons. By the derivative above, this raises the reading by only about 0.2%.

Apart from the small junction depletion, the effects considered here that raise the reading are the valley factor and incomplete ionization. Together they give $1.64\times10^{14}$ cm$^{-2}$, still 22% below the active dose. Including the valley-orbit 1s states of an isolated phosphorus donor lowers the ionized fraction to about 64% and raises this to $1.72\times10^{14}$ cm$^{-2}$, 18% below. For this film the underestimate survives, but its size is uncertain by tens of per cent of the reading. The conclusion depends on the fast tail and is not general. For a Gaussian profile with the same peak and dose, no separate tail, and an empirical doping-dependent mobility for phosphorus, $n_H/n\approx0.92$ with unit Hall factor and about 1.05 with $r=0.871$, an overestimate.

### (h) Recovering the surface dose

One low-field measurement supplies two numbers, $S_1=1/(eR_s)$ and $S_2=S_1^2/n_H$, which cannot fix four unknowns. Etching away layer 1 reduces these sums by $\Delta S_1=n_1\mu_1$ and $\Delta S_2=n_1\mu_1^2$. Hence

$$n_1=\frac{(\Delta S_1)^2}{\Delta S_2},\qquad \mu_1=\frac{\Delta S_2}{\Delta S_1}.$$

Here $\Delta S_1=1.6\times10^{16}$ and $\Delta S_2=1.28\times10^{18}$ in the units of (c), which return $n_1=2.0\times10^{14}$ cm$^{-2}$ and $\mu_1=80$ cm$^2$/Vs. The remaining layer, measured alone, gives $n_2$.

The method requires a known Hall factor $r_1$ for layer 1, which multiplies the $n_1$ found above if it is not unity, and an etch that leaves the tail unchanged. The tail's Hall factor cancels in $\Delta S_2$. The second condition can fail badly: etching removes the source of the spilled electrons and exposes a new surface, which may deplete the tail. With the spill estimated in (g), the formulas return $n_1=1.57\times10^{14}$ cm$^{-2}$ and $\mu_1=110$ cm$^2$/Vs. A band bending of 0.5 V at the new surface alone gives $1.79\times10^{14}$ cm$^{-2}$, and both effects together give $1.48\times10^{14}$ cm$^{-2}$. The main computed values are in the numerical output below.

## Table of computed values

```
surface thickness: 20 nm
surface active doping: 1.00e+20 cm^-3
surface mobility: 80 cm2/Vs
surface sheet density: 2.000e+14 cm^-2
tail thickness: 200 nm
tail active doping: 5.00e+17 cm^-3
tail mobility: 400 cm2/Vs
tail sheet density: 1.000e+13 cm^-2
implanted dose: 2.500e+14 cm^-2
true active dose: 2.100e+14 cm^-2
S1: 2.000e+16 1/(V s)
S2: 2.880e+18 cm2/(V2 s2)
low-field Hall density: 1.3889e+14 cm^-2
deficit: 7.1111e+13 cm^-2
Hall density / true dose: 0.6614
sheet resistance: 312.1 ohm/sq
apparent Hall mobility: 144 cm2/Vs
mean drift mobility: 95.24 cm2/Vs
true activation: 84 %
apparent activation: 55.56 %
true inactive dose: 4.000e+13 cm^-2
apparent inactive dose: 1.111e+14 cm^-2
smallest ratio at this mobility ratio: 0.5556
tail carrier fraction at that minimum: 0.1667
measuring field: 0.5 T
tail mobility times field: 0.02
layer transverse / total current: 0.002559
finite-field shift of Hall density: 0.009556 %
field that halves the deficit: 36.6 T
opposite-sign layers, |Hall density|: 1.250e+15 cm^-2
temperature: 300 K
longitudinal mass: 0.92 m_e
transverse mass: 0.19 m_e
relative permittivity: 11.7
valley Hall factor: 0.8707
tau~E^-0.5: r = 0.927, 1.025; n_H = 1.416e+14 cm^-2
tau~E^0.0: r = 0.871, 0.871; n_H = 1.595e+14 cm^-2
tau~E^1.5: r = 1.220, 1.678; n_H = 9.419e+13 cm^-2
donor level: 0.045 eV
ionized tail fraction: 0.8493
n_H with incomplete ionization: 1.426e+14 cm^-2
n_H, ionization and valley factor: 1.638e+14 cm^-2
electrons spilled into tail: 4.075e+12 cm^-2
n_H with spill: 1.295e+14 cm^-2
surface band bending: 0.5 V
electrons lost at surface: 2.435e+13 cm^-2
n_H with surface depletion: 1.196e+14 cm^-2
substrate doping: 1.0e+15 cm^-3
junction voltage: 0.75 V
electrons lost at junction: 9.85e+10 cm^-2
```
